# Normalizing Continuum Dirac Functions and Extracting Phase Shifts at Finite Radius

An electron leaves an ion after photoabsorption. Its radial wave function is found by integrating the Dirac equation outward from the nucleus, which fixes the shape of the function but not its scale. The transition rate needs the scale, and the angular distribution needs the phase. Both are defined at infinity, while the integration stops at perhaps 10 bohr, where the ion's Coulomb field still bends the wave. How can amplitude and phase at infinity be read off there, and with what error?

Hartree atomic units are used, and $E>0$ excludes the rest energy. For a static local potential $V$,

$$P'=-\frac{\kappa}{r}P+BQ,\qquad Q'=\frac{\kappa}{r}Q-AP,\qquad A=\frac{E-V}{c},\quad B=A+2c .\tag{1}$$

Outside the ion $V=-z/r$; the short-range remainder is $\Delta V=V+z/r$. Constants at infinity are $A_\infty=E/c$, $B_\infty=A_\infty+2c$ and $p=\sqrt{A_\infty B_\infty}$.

## A case done by hand

Take $\kappa=-1$ and suppose first that $V=0$ outside. Then $P'=P/r+B_\infty Q$. Differentiating and inserting $Q'$ gives $P''=-p^2P$, so $P=a\sin\theta$ and $P'=pa\cos\theta$. One point suffices:

$$a^2=P^2+(P'/p)^2 .$$

Now try this where a Coulomb tail with $z=1$ is present. At $E=2$ hartree and $r=10$ bohr, a correctly normalized function of the model ion treated below has $P=0.477228$ and $Q=1.980919\times10^{-3}$ (hartree$^{-1/2}$ bohr$^{-1/2}$). With $c=137.035999$, $B=2c+2.1/c=274.08732$, so

$$P'=0.047723+0.542945=0.590668 .$$

With $p=2.000053$ the free formula gives $a^2=0.227746+0.087217=0.31496$. The true asymptotic value is $0.564197^2=0.318318$, so the result is 1.1% too small.

The cure is a local wave number $\zeta$, with $\zeta^2\approx AB=2.1\,(2+2.1/c^2)=4.200235$, hence $\zeta=2.049447$. A WKB wave is $P=a\sqrt{p/\zeta}\,\sin\varphi$ with $\varphi'=\zeta$. Differentiating it gives $P'+\zeta'P/(2\zeta)=a\sqrt{p\zeta}\cos\varphi$, and therefore

$$a^2=\frac1p\left[\zeta P^2+\frac1\zeta\Big(P'+\frac{\zeta'}{2\zeta}P\Big)^2\right].$$

Here $(\zeta^2)'\approx-2z/r^2=-0.0200$, so $\zeta'/(2\zeta)=(\zeta^2)'/(4\zeta^2)=-0.00119$. The bracket is $0.466754+0.169908=0.636662$ and $a^2=0.318323$. The relative error has dropped to $1.4\times10^{-5}$. The general method supplies the target amplitude, improves $\zeta$, and bounds what remains.

## The amplitude at infinity

For two solutions with the same $\kappa$, equation (1) gives, after the $\kappa/r$ terms cancel,

$$W(1,2)\equiv P_1Q_2-Q_1P_2,\qquad W'=(A_1-A_2)P_1P_2+(B_1-B_2)Q_1Q_2 .\tag{2}$$

With one potential and two energies, both differences equal $(E_1-E_2)/c$. Since $W(0)=0$ for regular solutions,

$$\int_0^R(P_1P_2+Q_1Q_2)\,dr=\frac{c\,W(R)}{E_1-E_2}.$$

Far out, $P\to N_\infty\sin\theta$ and $Q\to P'/B_\infty=(p/B_\infty)N_\infty\cos\theta$. For nearby energies $W\approx N_\infty^2(p/B_\infty)\sin(\theta_1-\theta_2)$. The neglected terms are proportional to $E_1-E_2$ and oscillate as $\sin(\theta_1+\theta_2)$, so they vanish when integrated over a smooth energy profile. In $\theta_1-\theta_2$ the part $(p_1-p_2)R$ outgrows the Coulomb part, which grows as $\ln R$. Since $\sin(xR)/x\to\pi\delta(x)$, the integral tends to $\pi c(p/B_\infty)N_\infty^2\,\delta(E_1-E_2)$. Energy normalization, a coefficient of one, requires

$$N_\infty^2=\frac{B_\infty}{\pi cp}=\frac{E+2c^2}{\pi c^2p}.\tag{3}$$

For $c\to\infty$ this becomes $2/(\pi\sqrt{2E})$. The ratio of (3) to that limit is $\sqrt{1+E/2c^2}$, or 1.064 at 5000 hartree. A wave packet centred there, built from functions normalized at 10 bohr, tests the definition itself: its norm agrees with the required value to $7\times10^{-7}$, relative to that value.

## WKB matching in general

Insert $Q=(P'+\kappa P/r)/B$ into the derivative of the first equation in (1):

$$P''=\frac{B'}{B}P'+\Big[\frac{\kappa(\kappa+1)}{r^2}+\frac{\kappa B'}{rB}-AB\Big]P .$$

Set $P=\sqrt B\,f$ and $b=B'/B$. Then $P'=\sqrt B(f'+bf/2)$ and $P''=\sqrt B[f''+bf'+(b'/2+b^2/4)f]$. The $f'$ terms cancel, and $b'=B''/B-b^2$ leaves

$$f''+wf=0,\qquad w=AB-\frac{\kappa(\kappa+1)}{r^2}-\frac{\kappa B'}{rB}+\frac{B''}{2B}-\frac34\Big(\frac{B'}{B}\Big)^2.\tag{4}$$

For any smooth positive $\zeta$, let $s=\zeta^{-1/2}$ and define $C,\varphi$ by

$$x=\zeta^{1/2}f=C\sin\varphi,\qquad y=\zeta^{-1/2}\Big(f'+\frac{\zeta'}{2\zeta}f\Big)=sf'-s'f=C\cos\varphi .\tag{5}$$

Then $x'=\zeta y$. Also $y'=sf''-s''f=-(w+s''/s)\,sf$, and $sf=x/\zeta$. With $g=\zeta^2$, so that $s=g^{-1/4}$,

$$S[g]\equiv\frac{s''}{s}=\frac5{16}\Big(\frac{g'}g\Big)^2-\frac{g''}{4g},\qquad \varepsilon=w+S[g]-g,\qquad y'=-\Big(\zeta+\frac\varepsilon\zeta\Big)x .$$

From $C^2\varphi'=x'y-xy'$ and $CC'=xx'+yy'$ follow

$$\varphi'=\zeta+\frac\varepsilon\zeta\sin^2\varphi,\qquad(\ln C)'=-\frac{\varepsilon}{2\zeta}\sin2\varphi .\tag{6}$$

These equations hold without approximation. If $\varepsilon$ vanished, $C$ would be constant. This suggests the iteration

$$g_0=w,\qquad g_{n+1}=w+S[g_n],\qquad \varepsilon_n=g_{n+1}-g_n .$$

The remainder is thus the next correction. At infinity $P\to C\sqrt{B_\infty/p}\,\sin\varphi$; comparison with (3) gives $C_\infty=1/\sqrt{\pi c}$. To normalize, compute $C$ from (5) at $R$ and divide $P$ and $Q$ by $C\sqrt{\pi c}$.

In the hand calculation $B$ was replaced by $B_\infty$ in the amplitude. Its relative change, $z/(rcB)=2.7\times10^{-6}$, accounts for the difference between the $1.4\times10^{-5}$ found there and the $1.1\times10^{-5}$ by which $C^2$ is too large at order 0. Order 1 reduces the error of $C^2$ to $6\times10^{-8}$ in magnitude.

## Phase shift and error bound

Let $\delta$ be the phase relative to the regular solution for $V=-z/r$ at all radii. An angular distribution depends on the total phase, so the reference solution's own Coulomb phase, which depends on $\kappa$, must be added to $\delta$; it is not computed here. Integrate that reference problem too, and apply (5) to both solutions at $R$. Beyond $R$ they obey the same equation, so

$$\delta\approx\varphi_u(R)-\varphi_{\rm ref}(R).$$

To fix multiples of $\pi$, start with $P>0$ and set $\varphi=n\pi+(\varphi\bmod\pi)$, where $n$ counts the zeros of $P$ inside $R$. For $B>0$ these zeros are simple, because $P=0$ implies $P'=BQ\ne0$. As the potential is varied, a zero can therefore enter or leave only through $R$. There $n$ changes by one while the remaining phase jumps by $\pi$ the other way, and the sum is continuous.

Integrating (6) from $R$ outward, with $|\sin^2\varphi_u-\sin^2\varphi_{\rm ref}|\le1$, gives

$$|\text{error of }\delta|\le K,\qquad|\text{error of }\ln C|\le\frac K2,\qquad K=\int_R^\infty\frac{|\varepsilon_n|}{\zeta_n}\,dr .\tag{7}$$

The conditions are $g_n>0$ and negligible $\Delta V$ beyond $R$. Errors of the integration up to $R$ are separate.

The bound ignores oscillation. One integration by parts, with $\varphi'\approx\zeta$, gives signed leading estimates at $R$:

$$\ln\frac{C_\infty}{C}\approx-\frac{\varepsilon}{4\zeta^2}\cos2\varphi_u,\qquad \delta-\delta_R\approx\frac{\varepsilon}{4\zeta^2}(\sin2\varphi_u-\sin2\varphi_{\rm ref}),\tag{8}$$

where $\delta_R$ is the WKB value. In a Coulomb tail at fixed $p$, $w''\propto r^{-3}$ at leading order. Hence $\varepsilon_0\propto r^{-3}$, and two more derivatives make $\varepsilon_1\propto r^{-5}$. The bounds then fall as $R^{-2}$ and $R^{-4}$.

Near threshold this changes. For $E\to0$, $z>0$ and $\kappa(\kappa+1)\ll2zR$, the leading nonrelativistic tail is $w\approx2z/r$, so $S[w]=(5/16-1/2)/r^2=-3/(16r^2)$ and

$$K_0\approx\int_R^\infty\frac{3}{16r^2}\sqrt{\frac r{2z}}\,dr=\frac{3}{8\sqrt{2zR}} .$$

This decreases slowly, and a larger $R$ or another order is needed. In every case $R$ must lie beyond the outer turning point, whether it comes from a repulsive tail or from the centrifugal term.

## Matching to Coulomb functions

In a pure Coulomb tail the WKB remainder can be avoided. Let $\nu=z/c$, $\gamma=\sqrt{\kappa^2-\nu^2}$, assumed real, and $\varrho=\sqrt{1+\eta^2/\gamma^2}$. Coulomb functions $X_\gamma,X_{\gamma-1}$ of $\rho=pr$ satisfy

$$\frac{dX_\gamma}{d\rho}=-DX_\gamma+\varrho X_{\gamma-1},\qquad \frac{dX_{\gamma-1}}{d\rho}=DX_{\gamma-1}-\varrho X_\gamma,\qquad D=\frac\gamma\rho+\frac\eta\gamma .\tag{9}$$

Eliminating $X_{\gamma-1}$ gives $X_\gamma''=(\gamma/\rho^2+D^2-\varrho^2)X_\gamma=[\gamma(\gamma+1)/\rho^2+2\eta/\rho-1]X_\gamma$, the Coulomb wave equation. Both the regular $F$ and the irregular $G$ obey (9).

Seek a constant matrix $T$ with $(P,Q)^{\mathsf T}=T(X_\gamma,X_{\gamma-1})^{\mathsf T}$. The $1/r$ part of (1) has matrix $\begin{pmatrix}-\kappa&\nu\\-\nu&\kappa\end{pmatrix}$, which $T$ must turn into $\mathrm{diag}(-\gamma,\gamma)$. Its eigenvectors give

$$T=\begin{pmatrix}\nu s_1&ts_2\\ts_1&\nu s_2\end{pmatrix},\ t=\kappa-\gamma\ (\kappa<0);\qquad T=\begin{pmatrix}ts_1&\nu s_2\\\nu s_1&ts_2\end{pmatrix},\ t=\kappa+\gamma\ (\kappa>0).$$

Using $\nu^2=(\kappa-\gamma)(\kappa+\gamma)$, $\det T=2\gamma ts_1s_2$ in both cases.

The constant part of (1), $M_0=\begin{pmatrix}0&B_\infty\\-A_\infty&0\end{pmatrix}$, must become the constant part of (9) times $p$. The upper left element of $T^{-1}M_0T$ is $\nu(A_\infty+B_\infty)/(2\gamma)$. Equating it to $-p\eta/\gamma$ and the upper right element to $p\varrho$ yields

$$\eta=-\frac{z(E+c^2)}{c^2p},\qquad\frac{s_1}{s_2}=\frac{q}{2\gamma tp\varrho},$$

with $q=\nu^2B_\infty+t^2A_\infty$ for $\kappa<0$ and $q=t^2B_\infty+\nu^2A_\infty$ for $\kappa>0$. The other two elements then agree, because both matrices have trace zero and determinant $p^2$.

Let $\mathcal R$ and $\mathcal I$ be the pairs built from $F$ and $G$. Far out their large components must be $N_\infty\sin\theta$ and $N_\infty\cos\theta$, so $W(\mathcal R,\mathcal I)=-N_\infty^2p/B_\infty=-1/(\pi c)$. From (9) and $F_\gamma'G_\gamma-F_\gamma G_\gamma'=1$ one finds $F_{\gamma-1}G_\gamma-F_\gamma G_{\gamma-1}=1/\varrho$. Hence $W(\mathcal R,\mathcal I)=-\det T/\varrho$, and the scale is fixed by

$$2\gamma ts_1s_2=\frac{\varrho}{\pi c}.$$

For $z>0$, choosing $s_2<0$ when $\kappa<0$ and $s_2>0$ when $\kappa>0$ makes the large component of $\mathcal R$ start positive.

Now write $u=N(\cos\delta\,\mathcal R+\sin\delta\,\mathcal I)$. Since $W(\mathcal R,\mathcal R)=W(\mathcal I,\mathcal I)=0$,

$$N\sin\delta=\pi c\,W(u,\mathcal R),\qquad N\cos\delta=-\pi c\,W(u,\mathcal I).\tag{10}$$

The sum of squares gives $N>0$, the ratio together with the two separate signs gives $\delta$ modulo $2\pi$, and $u/N$ is normalized.

## What a neglected tail costs

Apply (2) to $\mathcal R$ and normalized $u$ at one energy. Their potentials differ by $\Delta V$, so $W(\mathcal R,u)'=(\Delta V/c)(P_{\mathcal R}P+Q_{\mathcal R}Q)$. The Wronskian starts at zero and ends at $-\sin\delta/(\pi c)$:

$$\sin\delta=-\pi\int_0^\infty\Delta V(P_{\mathcal R}P+Q_{\mathcal R}Q)\,dr .\tag{11}$$

For potentials $-z/r+\lambda\Delta V$ at neighbouring $\lambda$, the final Wronskian is $-d\delta/(\pi c)$, and

$$\frac{d\delta}{d\lambda}=-\pi\int_0^\infty\Delta V(P^2+Q^2)\,dr .\tag{12}$$

Restricting this integral to $r>R$ estimates, to first order, the phase missed by matching at $R$. For a polarization-like tail $\Delta V=-\beta/r^4$, the nonrelativistic WKB average is $P^2\approx1/(\pi\zeta)$. When $\zeta\approx p$ beyond $R$, which needs $E\gg|z|/R$ and a small centrifugal term, the missed phase is about $\beta/(3pR^3)$. Near threshold in an attractive tail $\zeta$ exceeds $p$, and this formula overestimates the missed phase. In either case the missed phase falls only as a power of $R$, so an exponential cutoff cannot be assumed.

## Reading an example

The model is $V=-[1+49e^{-3r}]/r$ at $E=2$ hartree: a point nucleus of charge 50 and an ionic charge 1. Exchange, polarization and nuclear size are left out.

For $\kappa=-1$, $\delta=10.3481$ rad, or $3\pi+0.9234$ rad. Integrating (12) over $\lambda$ from 0 to 1 gives the same absolute phase to about $2\times10^{-8}$ rad, which tests the node count. Formula (11) agrees with the matched $\sin\delta$ to about $10^{-8}$.

The WKB results can be judged against (10), evaluated at 20 bohr. Signed errors are quoted as in (8), exact minus WKB: $\delta-\delta_R$ here, and $\ln(C_\infty/C)$ in the output. A negative error means that the WKB value is too large. For $\kappa=-1$:

- At 10 bohr, order 0 errs by $-1.1\times10^{-5}$ rad, with $K=5.8\times10^{-4}$.
- At 10 bohr, order 1 errs by $7.4\times10^{-8}$ rad, with $K=1.9\times10^{-6}$.
- At 20 bohr, order 1 errs by $-3.1\times10^{-9}$ rad, with $K=1.3\times10^{-7}$.

From 10 to 20 bohr, $K_0$ falls by 3.9 and $K_1$ by 14.5, near the leading predictions 4 and 16. The errors lie far below $K$ because the unsigned integral collects a factor that (8) lacks. With $\zeta$ nearly constant, $\varepsilon_0\propto r^{-3}$ gives $K_0\approx|\varepsilon_0|R/(2\zeta)$ and $\varepsilon_1\propto r^{-5}$ gives $K_1\approx|\varepsilon_1|R/(4\zeta)$. These are $2\zeta R$ and $\zeta R$ times the prefactor $|\varepsilon|/(4\zeta^2)$ of (8).

The signed estimate needs care when its terms cancel. For $\kappa=1$ at 20 bohr, order 0, it gives $-7.5\times10^{-8}$ rad against an actual $-1.5\times10^{-7}$ rad. The difference of sines in (8) is $2\cos(\varphi_u+\varphi_{\rm ref})\sin\delta$. Here $|\sin\delta|=0.71$, and the estimate for $\ln C$ shows that $|\varepsilon|/(4\zeta^2)$ is at least $1.1\times10^{-6}$, so the cosine is at most about 0.05 in size. A second integration by parts replaces $\varepsilon$ by $\varepsilon'/(2\zeta)$ and the sines by cosines. With $\varepsilon_0\propto r^{-3}$ the prefactor shrinks by about $3/(2\zeta R)\approx0.04$, while $\cos2\varphi_u-\cos2\varphi_{\rm ref}=-2\sin(\varphi_u+\varphi_{\rm ref})\sin\delta$ does not cancel here. The next term is therefore comparable with the leading one.

Matching by (10) at 3 bohr, where $\Delta V$ is still felt, misses $2.007\times10^{-4}$ rad for $\kappa=-1$. The tail integral predicts this to about 0.01% of its value. Moving from 10 to 20 bohr changes the computed phase by about $10^{-12}$ rad. This is numerical noise, since the tail part of (12) beyond 10 bohr is only of order $10^{-13}$ rad. Loosening the relative integration tolerance from $10^{-12}$ to $10^{-9}$ changes it by $3\times10^{-9}$ rad. Early matching is thus the largest of these errors, and a finer integration would not remove it.

The two p waves have $\delta=8.6412$ rad for $\kappa=1$ and $8.5388$ rad for $\kappa=-2$, a splitting of 0.1024 rad or 5.87 degrees. For $c\to\infty$, (4) becomes $w=2(E-V)-\kappa(\kappa+1)/r^2$, identical for these two $\kappa$. The splitting is therefore relativistic within this model.

## The procedure

1. Start near the nucleus, where $V\approx-Z/r$, with $P\propto r^{\gamma_0}$, $\gamma_0=\sqrt{\kappa^2-Z^2/c^2}$ and $Q/P=(Z/c)/(\kappa-\gamma_0)$. This ratio follows from the leading terms of the second equation in (1). Integrate to $R$.
2. In a Coulomb tail, use (10). Alternatively, integrate the reference problem and use (5) with $g_0$ or $g_1$.
3. Normalize, and count zeros if the absolute phase is wanted.
4. Report three errors separately: the change with integration tolerance, the tail part of (12), and, for WKB, the bound (7). If the tail part is too large, increase $R$; if $K$ is too large, increase $R$ or take the next order as long as this lowers $K$.

The complete set of values is in the numerical output below.

## Calculated quantities

```
speed of light c = 137.035999 a.u.
nuclear charge 50, ionic charge 1, screening constant 3.0 1/bohr
energy E = 2.000 hartree, momentum p = 2.00005325 1/bohr
Coulomb parameter eta = -0.50003994
asymptotic amplitude of P = 0.56419709 hartree^-1/2 bohr^-1/2
packet: centre 5000 hartree, width 400 hartree, norm ratio = 1.00000065
packet: relativistic/nonrelativistic squared amplitude at centre = 1.06449
kappa = -1: phase shift = 10.34813500 rad, modulo pi = 0.92335704 rad
  Wronskian shift, 10 minus 20 bohr: 1.3e-12 rad; rtol 1e-9 minus 1e-12: -3.0e-09 rad
  WKB order 0, R = 10 bohr: shift error -1.06e-05 rad, ln C error -5.53e-06, K = 5.83e-04
  WKB order 1, R = 10 bohr: shift error 7.44e-08 rad, ln C error 3.22e-08, K = 1.93e-06
  WKB order 0, R = 20 bohr: shift error 1.71e-06 rad, ln C error 5.33e-07, K = 1.51e-04
    signed estimates: shift 1.63e-06 rad, ln C 5.97e-07
  WKB order 1, R = 20 bohr: shift error -3.09e-09 rad, ln C error -8.57e-10, K = 1.33e-07
  sin(shift): matching -0.79763089, integral -0.79763090
  shift from coupling integral = 10.34813498 rad
  matching at 3 bohr misses 2.00712e-04 rad, tail integral 2.00686e-04 rad
  normalized at 10 bohr: P = 0.47722793, Q = 1.98091896e-03 hartree^-1/2 bohr^-1/2
kappa = 1: phase shift = 8.64123108 rad, modulo pi = 2.35804577 rad
  Wronskian shift, 10 minus 20 bohr: 1.5e-12 rad; rtol 1e-9 minus 1e-12: -2.9e-09 rad
  WKB order 0, R = 10 bohr: shift error -1.47e-06 rad, ln C error 6.08e-06, K = 4.70e-04
  WKB order 1, R = 10 bohr: shift error 4.88e-09 rad, ln C error -2.95e-08, K = 1.18e-06
  WKB order 0, R = 20 bohr: shift error -1.50e-07 rad, ln C error -1.17e-06, K = 1.36e-04
    signed estimates: shift -7.54e-08 rad, ln C -1.14e-06
  WKB order 1, R = 20 bohr: shift error 3.03e-10 rad, ln C error 1.85e-09, K = 1.07e-07
  sin(shift): matching 0.70579652, integral 0.70579652
  shift from coupling integral = 8.64123108 rad
  matching at 3 bohr misses 3.57379e-04 rad, tail integral 3.57305e-04 rad
kappa = -2: phase shift = 8.53879912 rad, modulo pi = 2.25561381 rad
  Wronskian shift, 10 minus 20 bohr: 1.4e-12 rad; rtol 1e-9 minus 1e-12: -2.9e-09 rad
  WKB order 0, R = 10 bohr: shift error -7.60e-08 rad, ln C error 7.49e-06, K = 4.70e-04
  WKB order 1, R = 10 bohr: shift error -1.86e-09 rad, ln C error -3.59e-08, K = 1.18e-06
  WKB order 0, R = 20 bohr: shift error -4.11e-07 rad, ln C error -1.36e-06, K = 1.36e-04
    signed estimates: shift -3.30e-07 rad, ln C -1.33e-06
  WKB order 1, R = 20 bohr: shift error 7.11e-10 rad, ln C error 2.12e-09, K = 1.07e-07
  sin(shift): matching 0.77453451, integral 0.77453451
  shift from coupling integral = 8.53879911 rad
  matching at 3 bohr misses 3.89560e-04 rad, tail integral 3.89481e-04 rad
p-wave splitting, kappa 1 minus kappa -2 = 0.10243196 rad = 5.86892 degrees
```
